# Nucleation barrier of a reversed domain in a polar bilayer

## 1. Definitions and conventions

A bilayer has two stacking states related by a mirror operation. They carry out-of-plane dipole densities $+P$ and $-P$ (dipole per area). The sample starts uniformly in the state opposed to an applied field $E$, which is held fixed while a domain grows. Here $E$ means $D/\varepsilon_0$, the field that would be present without the bilayer. Inside a dielectric of constant $\varepsilon_r$ the field is $E_d=E/\varepsilon_r$.

The energy per area of a state is $\mp PE-\tfrac12\alpha E^2$. The mirror gives both states the same polarisability $\alpha$, so the quadratic term cancels in the difference. Reversal changes the dipole by $2P$, not $P$, and gains

$$f=2PE \tag{1}$$

per area. The boundary between the states costs an energy $\lambda$ per length, at first taken to be the same for all directions. The posed values are $P=0.5$ pC/m, $E=0.1$ V/nm and $\lambda=0.1$ eV/nm. Dividing $P$ by the elementary charge gives $P=0.003121\,e$/nm, so

$$f=2(0.003121)(0.1)=6.242\times10^{-4}\ \text{eV/nm}^2 .$$

## 2. Leading order: a sharp wall

A reversed disc of radius $R$ has the energy

$$F(R)=2\pi\lambda R-\pi fR^2. \tag{2}$$

Setting $F'(R)=2\pi\lambda-2\pi fR$ to zero gives $R_*=\lambda/f$. Since $F''=-2\pi f<0$, this is a maximum: smaller discs shrink and larger ones grow. Substitution gives

$$F_*=\frac{2\pi\lambda^2}{f}-\frac{\pi\lambda^2}{f}=\frac{\pi\lambda^2}{f}=\frac{\pi\lambda^2}{2PE}. \tag{3}$$

No other shape does better. Reversed regions of total area $A$ have a total boundary of at least $\sqrt{4\pi A}$, by the isoperimetric inequality. A path from no reversed area to a large one must pass through $A=\pi R_*^2$, where its energy is at least $2\pi\lambda R_*-f\pi R_*^2=F_*$. The growing disc attains this bound.

For the posed values,

$$R_*=\frac{0.1}{6.242\times10^{-4}}=160\ \text{nm},\qquad F_*=\pi(0.1)(160.2)=50.3\ \text{eV}=8.06\times10^{-18}\ \text{J}.$$

At a clean straight edge or corner of opening angle $\alpha_c$, consider a circular sector whose free sides cost nothing extra. Its energy is $\alpha_c\lambda R-\alpha_cfR^2/2$. The maximum is again at $R_*$, with height $\alpha_c\lambda^2/(2f)=(\alpha_c/2\pi)F_*$. This is 25 eV at a straight edge and 8.4 eV at a 60° corner.

## 3. The structure of the wall

Equation (3) needs a wall much thinner than $R_*$. To find the correction, let $u$ be the relative slip of the layers, running from $0$ in the old state to $b$ in the new one, and put $\theta=\pi u/b$. Take a slip stiffness $K$, a sliding barrier $V_0\sin^2\theta$ and a polarisation $-P\cos\theta$. This is a one-harmonic model. Measured from the old state, the field energy is $PE(\cos\theta-1)$, which equals $-2PE$ at $\theta=\pi$, as (1) requires.

The gradient energy is $\tfrac12K|\nabla u|^2=\tfrac12K(b/\pi)^2|\nabla\theta|^2$. With

$$\ell=\frac b\pi\sqrt{\frac{K}{2V_0}},\qquad h=\frac{PE}{2V_0},$$

it becomes $V_0\ell^2|\nabla\theta|^2$, and the total energy is

$$F=2V_0\int d^2r\left[\tfrac12\ell^2|\nabla\theta|^2+\tfrac12\sin^2\theta+h(\cos\theta-1)\right]. \tag{4}$$

For a straight wall at $h=0$, complete the square:

$$\tfrac12\ell^2\theta'^2+\tfrac12\sin^2\theta=\tfrac12(\ell\theta'+\sin\theta)^2-\ell\theta'\sin\theta .$$

The last term is $\ell\,d(\cos\theta)/dx$. From $\theta=\pi$ on the left to $0$ on the right it integrates to $2\ell$. The squared term vanishes when $\ell\theta'=-\sin\theta$, hence

$$\theta=2\arctan e^{-x/\ell},\quad \cos\theta=\tanh\frac x\ell,\quad \sin\theta=\operatorname{sech}\frac x\ell,\quad \lambda=4V_0\ell=\frac{2b}{\pi}\sqrt{2KV_0}. \tag{5}$$

It follows that $R_*/\ell=\lambda/(f\ell)=4V_0/(2PE)=1/h$. The small parameter is therefore $h=\ell/R_*$.

## 4. The first correction

Measure lengths in $\ell$ and write $\rho=R_*/\ell=1/h$. Place the profile (5) at radius $s$, with $y=r-s$. Then $F=4\pi V_0\ell^2I(s)$. Because $\theta'^2=\sin^2\theta=\operatorname{sech}^2y$,

$$I(s)=\int_0^\infty r\left[\operatorname{sech}^2y+h(\tanh y-1)\right]dr .$$

Errors of order $e^{-2s}$ from extending $y$ to $-\infty$ are dropped. The first part is $\int(s+y)\operatorname{sech}^2y\,dy=2s$, since the odd term vanishes. The second is integrated by parts:

$$\int_0^\infty r(\tanh y-1)\,dr=-\tfrac12\int(s+y)^2\operatorname{sech}^2y\,dy=-s^2-\frac{\pi^2}{12}.$$

This uses $\int y^2\operatorname{sech}^2y\,dy=\pi^2/6$. To obtain that value, expand $\operatorname{sech}^2y=4\sum_{n\ge1}(-1)^{n+1}n\,e^{-2ny}$ for $y>0$. Doubling for the two halves and using $\int_0^\infty y^2e^{-2ny}dy=1/(4n^3)$ gives $2\sum(-1)^{n+1}/n^2=\pi^2/6$. Thus

$$I(s)=2s-hs^2-\frac{\pi^2h}{12}.$$

The maximum is at $s=1/h=\rho$, where $I=\rho-\pi^2/(12\rho)$. The prefactor gives $4\pi V_0\ell^2\rho=\pi\lambda R_*=\pi\lambda^2/f$, so

$$F=\frac{\pi\lambda^2}{f}\left[1-\frac{\pi^2}{12}\left(\frac{\ell}{R_*}\right)^2+O\!\left(\frac{\ell^4}{R_*^4}\right)\right]. \tag{6}$$

The profile has been assumed, so its distortion must be shown to enter later. The stationarity condition of (4) is $-\theta''-\theta'/r+\tfrac12\sin2\theta-h\sin\theta=0$. In the assumed profile $\theta''=\sin\theta\cos\theta$ cancels the third term, leaving the residual

$$G=\sin\theta\left(\frac1r-\frac1\rho\right)\simeq-\frac{y\operatorname{sech}y}{\rho^2}.$$

Its overlap with a radial shift of the wall is $\int r\sin\theta\,G\,dr=2-2\rho/\rho=0$, so it does not drive the soft radius mode at this order. The other distortions have stiffness of order one and amplitude of order $\rho^{-2}$. They change $I$ by an amount of order $\rho\cdot\rho^{-2}\cdot\rho^{-2}=\rho^{-3}$, which is $\rho^{-4}$ relative to $I\simeq\rho$.

The saddle of (4) can also be found without assuming a profile. Newton iteration on a radial grid of step $0.05\ell$ gives these ratios to $\pi\lambda^2/f$:

| $R_*/\ell$ | Numerical saddle | Equation (6), two terms |
|---|---|---|
| 5 | 0.96565 | 0.96710 |
| 10 | 0.99163 | 0.99178 |
| 160 | 0.99990 | 0.99997 |

Part of each difference comes from the grid. For step $d$, the finite difference changes the gradient integral by $-(d^2/24)\int\theta''^2dy=-d^2/36$, where $\int\operatorname{sech}^2y\tanh^2y\,dy=2/3$. Relative to the wall integral 2 this is $-d^2/72=-3.5\times10^{-5}$, and it doubles in $F\propto\lambda^2$ to $-7\times10^{-5}$. That accounts for the last row. Removing it leaves about 0.0014 and 0.00007 in the first two rows, a ratio of about 19, near the factor 16 expected of a fourth-order remainder.

The last row is the worked example, with a chosen $\ell=1$ nm and hence $V_0=\lambda/4\ell=0.025$ eV/nm². Finite width changes its 50 eV by a negligible amount.

## 5. The opposite limit: strong field

Near $\theta=0$ the local energy in (4) is $\tfrac12(1-h)\theta^2$. The old state loses stability at $h=1$, where $R_*=\ell$ and $E=2V_0/P$. For the example this is 16 V/nm.

Just below that field, let $\epsilon=1-h$. The quartic term is $-\theta^4/8$ to leading order. Put $\theta=\sqrt\epsilon\,\phi$ and $\mathbf r=\ell\mathbf q/\sqrt\epsilon$. Each energy density term scales as $\epsilon^2$ and the area as $\ell^2/\epsilon$, so

$$F\simeq2V_0\ell^2C\,\epsilon,$$

where $C$ is the saddle value of $\int d^2q\,[\tfrac12|\nabla\phi|^2+\tfrac12\phi^2-\tfrac18\phi^4]$, a pure number. The barrier vanishes linearly at a finite field, whereas (3) would leave it positive at every field.

## 6. Direction-dependent walls

The slip direction $x$ stays fixed around a closed domain, while the wall normal $\mathbf n$ turns. The wall is therefore of edge type where $\mathbf n\parallel x$ and of screw type where $\mathbf n\perp x$. Let the layers move by $\pm u/2$, with shear modulus $\mu$ and second Lamé modulus $\Lambda$ per layer. Their combined elastic energy is $\tfrac12K(\mathbf n)u'^2$, with

$$K(\mathbf n)=\tfrac12\left[\mu+(\Lambda+\mu)n_x^2\right]=K_en_x^2+K_sn_y^2,\qquad \frac{K_e}{K_s}=\frac{\Lambda+2\mu}{\mu}=\frac{2}{1-\nu},$$

where $\nu$ is the two-dimensional Poisson ratio. If the slip path stays straight, $\lambda\propto\sqrt K$ by (5), and

$$\gamma(\mathbf n)=\sqrt{\lambda_e^2n_x^2+\lambda_s^2n_y^2}.$$

On a wall element, $\mathbf n\,ds=(dy,-dx)$. With $x=\lambda_eX$ and $y=\lambda_sY$,

$$\gamma\,ds=\sqrt{\lambda_e^2dy^2+\lambda_s^2dx^2}=\lambda_e\lambda_s\sqrt{dX^2+dY^2},\qquad dx\,dy=\lambda_e\lambda_s\,dX\,dY .$$

The energy is $\lambda_e\lambda_s$ times that of an isotropic problem with unit wall energy and drive $f$. Its barrier is $\pi/f$, hence

$$F_*=\frac{\pi\lambda_e\lambda_s}{2PE}. \tag{7}$$

The critical domain is an ellipse with semi-axes $\lambda_e/f$ and $\lambda_s/f$. In the sharp-wall limit, the $\lambda$ in (3) is thus the geometric mean $\sqrt{\lambda_e\lambda_s}$.

## 7. What 50 eV excludes

At 300 K, $kT=0.02585$ eV and $F_*/kT=1947$. Take a 10 µm square flake with one site per cell of lattice constant 0.316 nm, so $N=1.16\times10^9$, and a rough attempt frequency $\nu_0=10^{12}$ s⁻¹. The waiting time $e^{F_*/kT}/(N\nu_0)$ comes to about $10^{824}$ s if the posed values are taken as exact; the exponent is no more certain than the barrier itself.

Quantum tunnelling does not help. With imaginary time as a third dimension and wave speed $c$, a spherical bubble has action $S=(4\pi\lambda R^2-\tfrac43\pi fR^3)/c$. It peaks at $R=2\lambda/f$, giving $S=16\pi\lambda^3/(3f^2c)$. A rough $c=4$ km/s gives $S/\hbar\approx1.6\times10^7$. A wall as soft as the example would have a lower wave speed, which only raises this value.

Two neglected effects act on $\lambda$. Thermal bending contributes a free energy of order $kT$ per wall width $\pi\ell$, or 0.008 eV/nm. If it lowers $\lambda$ by that 8%, the barrier falls by about 16%. This supposes that $V_0$ is already averaged over thermal vibration. If $V_0$ and $\lambda$ are zero-temperature values, the vibration also weakens the sliding barrier; a first-order estimate for the example then lowers $\lambda$ by about a third and roughly halves the nucleation barrier, which still excludes nucleation at this field. The stray dipole field also lowers $\lambda$. Reversing one of two parallel dipoles a distance $r$ apart changes their energy by $-2P^2/(4\pi\varepsilon_0r^3)$ per area squared. For two strips on opposite sides of a straight wall, separated by $d$, integration along the wall gives $\int dy\,(d^2+y^2)^{-3/2}=2/d^2$. The pairs of strips with separation between $d$ and $d+\mathrm dd$ have weight $d\,\mathrm dd$, so integrating from $\ell$ to $R_*$ gives $2\ln(R_*/\ell)$. The reduction is therefore about $(P^2/\pi\varepsilon_0)\ln(R_*/\ell)\approx3\times10^{-4}$ eV/nm, which is 0.3%.

The field convention matters more. If 0.1 V/nm is the field inside hexagonal BN, with rough $\varepsilon_r=3.5$, the interior barrier becomes 14 eV and the 60° corner barrier 2.4 eV. The latter is still 93 $kT$: one corner with the same attempt frequency would wait about $10^{28}$ s. If $\lambda$ is also a zero-temperature value, the thermal softening estimated above lowers this corner barrier to about 1.1 eV and the wait to $10^6$–$10^7$ s when $P$ is held fixed. If $P$ is a zero-temperature value too, the same vibration lowers $\langle\cos\theta\rangle$, and with it $f$, by about 12%; the barrier is then 1.2–1.3 eV and the wait $10^8$–$10^9$ s, years to decades. Such a corner is then marginal rather than safely excluded, and its waiting time is uncertain by several orders of magnitude.

The exclusion belongs to this field. One interior event per second needs $F_*=kT\ln(N\nu_0\cdot1\,\text{s})=1.25$ eV, and (3) then gives $E=4.0$ V/nm, or 3.8 V/nm with the finite-width correction (6). In BN this is about 1.1 V/nm, comparable with a rough breakdown field of 1 V/nm. A single clean corner needs $kT\ln10^{12}=0.71$ eV, reached at $E\approx1.2$ V/nm, or 0.34 V/nm in BN. For so soft a wall, corner nucleation could therefore precede breakdown.

## 8. Walls that are already present

Moving a free straight wall forward by $\delta$ changes its energy by $-f\delta$ per length. There is no nucleation barrier. To estimate the lattice drag, let a rigid profile centred at $s$ cross atomic rows of spacing $a$, and replace the integral of its energy density $2V_0\operatorname{sech}^2(x/\ell)$ by the row sum $a\sum_n2V_0\operatorname{sech}^2[(na-s)/\ell]$. This sum is periodic in $s$. With $k=2\pi/a$, its first Fourier harmonic has amplitude $2\int2V_0\operatorname{sech}^2(x/\ell)\cos kx\,dx=4V_0\pi k\ell^2/\sinh(\pi k\ell/2)$. Multiplication by $k$ gives the largest lattice drag, about $10^{-8}f$ for a row spacing $a=0.316$ nm, and about $10^{-10}f$ for $a=0.274$ nm, the spacing of close-packed rows in a hexagonal lattice of constant 0.316 nm.

Strong pins are a more serious obstacle. Between two pins a distance $L$ apart, the wall bows into an arc of radius $r$ with $\lambda/r=f$. No arc through both pins has $r<L/2$, so balance is lost when

$$f>\frac{2\lambda}{L},\qquad\text{or}\qquad L>2R_*=320\ \text{nm}.$$

At smaller spacing the wall bows but stays held, unless the pins yield.

For the example, the barrier thus rules out thermal nucleation in a clean interior, at a straight edge or at a 60° corner when the applied field $D/\varepsilon_0$ is 0.1 V/nm. If 0.1 V/nm is instead the field inside BN, the interior and the straight edge remain excluded, but a thermally softened corner may not be. This does not prove that old walls do the switching. They are a natural route if present and weakly or widely pinned; defects, strain or twist that store energy locally could also supply a nucleus.

## 9. Comparison with bilayer MoS₂

The posed polarisation is in the regime of parallel-stacked MoS₂, but the wall energy appears far too low. Take rough values $\mu=50$ N/m, $\nu=0.25$, $V_0=0.2$ eV/nm² and $b=0.316/\sqrt3=0.182$ nm. Then $K_s=\mu/2=156$ eV/nm², and (5) gives $\lambda_s=0.92$ eV/nm with $\ell=1.15$ nm. The factor $\sqrt{2/(1-\nu)}$ gives $\lambda_e=1.5$ eV/nm. At the same $P$ and $E$, (7) yields about 7000 eV, and the pin spacing for escape, estimated with the geometric mean 1.17 eV/nm, grows to nearly 4 µm; it runs from about 3 to 5 µm with the direction of the line joining the pins. These are model estimates, not measurements. They also assume a clean, unstrained sheet; a local source can remove the nucleation barrier altogether, so neither 50 nor 7000 eV predicts a device's switching field.

Numerical values quoted here were computed with a short program.
